# Debye relaxation at constant field and at constant displacement

A flat slab of a uniform, isotropic, linear dielectric fills the gap between two metal plates. Edge effects are neglected, so all fields point along the normal and are written as scalars. With the time factor \(e^{-i\omega t}\), the relative permittivity is

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta}{1-i\omega\tau},\qquad \Delta=\varepsilon_s-\varepsilon_\infty>0 .
\]

Here \(\varepsilon_s\) is the static value, and \(\varepsilon_\infty\) describes the part of the response that follows the field without delay. The slab does not conduct, its dipoles have no inertia, and the response at a point depends on the field at that point. Before \(t=0\) there is no field and no polarization. SI units are used for the fields and picoseconds for times.

The numbers refer to a model with \(\varepsilon_\infty=4\), \(\varepsilon_s=50\) and \(\tau=10\) ps, hence \(\Delta=46\). They are collected in the numerical output.

## (a) Constant field

**Find the equation of motion of the slow polarization \(P\), and solve it for a field \(E\) that is switched on at \(t=0\) and then held.**

The displacement is \(D=\varepsilon_0\varepsilon(\omega)E\) at each frequency. Splitting off the instantaneous part defines \(P\):

\[
D=\varepsilon_0\varepsilon_\infty E+P,\qquad P(\omega)=\frac{\varepsilon_0\Delta}{1-i\omega\tau}\,E(\omega).
\]

Multiply the second relation by \(1-i\omega\tau\). With the chosen time factor, \(-i\omega\) stands for \(d/dt\), so

\[
\tau\frac{dP}{dt}+P=\varepsilon_0\Delta\,E(t).
\tag{1}
\]

This holds for any \(E(t)\). Multiplying by \(e^{t/\tau}/\tau\) turns the left side into the derivative of \(e^{t/\tau}P\), and integration from \(P(0)=0\) gives the equivalent hereditary law

\[
P(t)=\varepsilon_0\int_0^t \frac{\Delta}{\tau}\,e^{-(t-u)/\tau}E(u)\,du .
\tag{2}
\]

A finite jump of \(E\) produces a finite \(dP/dt\), so \(P\) itself does not jump. For constant \(E\) the integral is elementary:

\[
P(t)=\varepsilon_0\Delta E\left(1-e^{-t/\tau}\right).
\]

The parameter \(\tau\) in \(\varepsilon(\omega)\) is therefore the relaxation time at constant field. To hold \(E\), a voltage source must keep supplying charge to the plates while \(P\) grows, because \(D=\varepsilon_0\varepsilon_\infty E+P\) grows too.

## (b) Constant displacement

**Now the plates are suddenly given the free charges \(\pm\sigma\) per area and are then isolated. Find \(P(t)\), \(E(t)\) and their relaxation time.**

Gauss's law at a plate gives \(D=\sigma\). There is no free charge inside the slab, so \(D\) has this value throughout it, and it stays constant because the plates are isolated and the slab does not conduct. The field is no longer prescribed. It follows from

\[
E=\frac{D-P}{\varepsilon_0\varepsilon_\infty}.
\tag{3}
\]

Insert this in (1) and collect the terms in \(P\):

\[
\tau\frac{dP}{dt}=-P+\frac{\Delta}{\varepsilon_\infty}(D-P)
=-\left(1+\frac{\Delta}{\varepsilon_\infty}\right)P+\frac{\Delta}{\varepsilon_\infty}D .
\]

Since \(\varepsilon_\infty+\Delta=\varepsilon_s\), the bracket equals \(\varepsilon_s/\varepsilon_\infty\). Dividing by it gives

\[
\tau_L\frac{dP}{dt}+P=\frac{\Delta}{\varepsilon_s}D,\qquad
\boxed{\tau_L=\tau\,\frac{\varepsilon_\infty}{\varepsilon_s}} .
\]

With \(P(0)=0\) the solution is

\[
P(t)=\frac{\Delta}{\varepsilon_s}D\left(1-e^{-t/\tau_L}\right).
\]

For the field, put this into (3):

\[
E(t)=\frac{D}{\varepsilon_0\varepsilon_\infty}\left[1-\frac{\Delta}{\varepsilon_s}+\frac{\Delta}{\varepsilon_s}e^{-t/\tau_L}\right].
\]

Here \(1-\Delta/\varepsilon_s=\varepsilon_\infty/\varepsilon_s\), and \(\Delta/(\varepsilon_\infty\varepsilon_s)=1/\varepsilon_\infty-1/\varepsilon_s\). Therefore

\[
E(t)=\frac{D}{\varepsilon_0}\left[\frac1{\varepsilon_s}+\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)e^{-t/\tau_L}\right].
\tag{4}
\]

The field starts at the value screened by \(\varepsilon_\infty\) alone and falls to the value screened by \(\varepsilon_s\).

For the model, \(\tau_L=10\times4/50=0.80\) ps, or about \(3.31\times10^4\) atomic units of time. Take \(D=100\ \mu\mathrm{C/m^2}\). The field starts at \(D/(4\varepsilon_0)=2823.5\) kV/m and ends at \(D/(50\varepsilon_0)=225.9\) kV/m. After 0.8 ps, one relaxation time, (4) gives

\[
225.9+\frac{2823.5-225.9}{e}=1181.5\ \text{kV/m}.
\]

As a test, the integral law (2) was solved numerically with \(D\) held. Its kernel contains \(\tau=10\) ps and no other time, yet the computed field decays with 0.8000 ps.

If \(\Delta\ll\varepsilon_\infty\), then \(\tau_L\approx\tau(1-\Delta/\varepsilon_\infty)\), and the two times nearly agree. A large difference needs a slow response that is strong compared with the fast one. The result also requires \(\varepsilon_\infty\) to describe a response that is instantaneous on the scale of \(\tau_L\), which is a stricter demand than on the scale of \(\tau\). If the slab has a conductivity \(g\), charge leaks between the plates as \(dD/dt=-gE\). Since \(E\le D/(\varepsilon_0\varepsilon_\infty)\), \(D\) loses at most the fraction \(gt/(\varepsilon_0\varepsilon_\infty)\) up to time \(t\). Equation (4) then remains a good approximation while \(t\ll\varepsilon_0\varepsilon_\infty/g\), but at long times the field decays to zero instead of staying at \(D/(\varepsilon_0\varepsilon_s)\). In the model \(\varepsilon_0\varepsilon_\infty/g\) is about 35 ps for \(g=1\) S/m.

## (c) Do the dipoles turn faster?

**Compare the two experiments when they start with the same field \(E_0=D/(\varepsilon_0\varepsilon_\infty)\).**

At \(t=0\) the polarization vanishes in both cases, and (1) gives the same initial slope:

\[
\left.\frac{dP}{dt}\right|_0=\frac{\varepsilon_0\Delta E_0}{\tau}=\frac{\Delta D}{\varepsilon_\infty\tau}.
\]

The final values differ:

\[
P_\infty^{(E)}=\varepsilon_0\Delta E_0=\frac{\Delta}{\varepsilon_\infty}D,\qquad
P_\infty^{(D)}=\frac{\Delta}{\varepsilon_s}D .
\]

An exponential approach from zero has initial slope \(P_\infty/T\), where \(T\) is its relaxation time. Equal slopes therefore mean that the times stand in the ratio of the final values, which is \(\varepsilon_\infty/\varepsilon_s\).

In the model the final values are 1150 and \(92\ \mu\mathrm{C/m^2}\), and the common slope is

\[
\frac{1150}{10}=\frac{92}{0.80}=115\ \mu\mathrm{C/m^2}\ \text{per ps}.
\]

The slope at a later time is this initial slope times \(e^{-t/\tau}\) at constant field, and times \(e^{-t/\tau_L}\) at constant displacement. The second factor is the smaller one for all \(t>0\), so the polarization at constant displacement stays behind. At 0.8 ps it is \(58\ \mu\mathrm{C/m^2}\), against \(88\ \mu\mathrm{C/m^2}\) at constant field.

The relaxation is thus faster in the sense that it is completed sooner, while the polarization never grows faster. The growing \(P\) reduces the field that drives it, and the process stops at a nearer end point.

## (d) The same result in the frequency domain

**Write \(1/\varepsilon(\omega)\) as a constant plus one Debye term. Find the maxima of \(\operatorname{Im}\varepsilon\) and \(-\operatorname{Im}(1/\varepsilon)\).**

When \(D\) is prescribed, the response is \(E=D/(\varepsilon_0\varepsilon)\), so \(1/\varepsilon\) takes the place of \(\varepsilon\). Over a common denominator,

\[
\varepsilon(\omega)=\frac{\varepsilon_\infty(1-i\omega\tau)+\Delta}{1-i\omega\tau}
=\frac{\varepsilon_s-i\omega\tau\varepsilon_\infty}{1-i\omega\tau}
=\varepsilon_s\,\frac{1-i\omega\tau_L}{1-i\omega\tau}.
\]

Let \(x=i\omega\tau_L\), so that \(i\omega\tau=(\varepsilon_s/\varepsilon_\infty)x\). The numerator of \(1/\varepsilon\) can be rearranged as

\[
1-\frac{\varepsilon_s}{\varepsilon_\infty}x=\frac{\varepsilon_s}{\varepsilon_\infty}(1-x)+1-\frac{\varepsilon_s}{\varepsilon_\infty}.
\]

Division by \(\varepsilon_s(1-x)\) gives

\[
\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}-\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac1{1-i\omega\tau_L}.
\]

This is again a Debye form, now with the time \(\tau_L\). For real \(y\), \(\operatorname{Im}[1/(1-iy)]=y/(1+y^2)\). Its derivative \((1-y^2)/(1+y^2)^2\) vanishes at \(y=1\), where the function has its maximum \(1/2\). Hence:

- \(\operatorname{Im}\varepsilon\) peaks at \(\omega=1/\tau\) with height \(\Delta/2\). In the model this is 0.100 rad/ps and 23.
- \(-\operatorname{Im}(1/\varepsilon)\) peaks at \(\omega=1/\tau_L\) with height \(\tfrac12(1/\varepsilon_\infty-1/\varepsilon_s)\). In the model this is 1.25 rad/ps and 0.115.

The time \(\tau_L\) is called the longitudinal relaxation time. The name refers to fields that vary in space as \(e^{i\mathbf k\cdot\mathbf r}\). Gauss's law then reads \(i\mathbf k\cdot\mathbf D=\rho_{\text{free}}\), so given free charges fix the component of \(\mathbf D\) along \(\mathbf k\), and the field along \(\mathbf k\) responds through \(1/\varepsilon\).

## (e) Friction and restoring force

**Find a free energy density whose slope drives \(P\) at constant \(D\). Which quantity changes between the two experiments, the friction or the stiffness?**

Divide (1) by \(\varepsilon_0\Delta\):

\[
\gamma\frac{dP}{dt}=E-\frac{P}{\varepsilon_0\Delta},\qquad \gamma=\frac{\tau}{\varepsilon_0\Delta}.
\]

The left side is a friction term, and the last term is a linear restoring force. At constant \(E\) the right side equals \(-\partial W_E/\partial P\) with

\[
W_E=\frac{P^2}{2\varepsilon_0\Delta}-PE,\qquad \frac{\partial^2W_E}{\partial P^2}=\frac1{\varepsilon_0\Delta}.
\]

At constant \(D\), the energy of the field and of the fast polarization is \(\tfrac12\varepsilon_0\varepsilon_\infty E^2\). Using (3), the total is

\[
W_D=\frac{P^2}{2\varepsilon_0\Delta}+\frac{(D-P)^2}{2\varepsilon_0\varepsilon_\infty}.
\]

Its negative slope is \(-P/(\varepsilon_0\Delta)+(D-P)/(\varepsilon_0\varepsilon_\infty)=E-P/(\varepsilon_0\Delta)\), as required. Its curvature is

\[
\frac{\partial^2W_D}{\partial P^2}=\frac1{\varepsilon_0}\left(\frac1\Delta+\frac1{\varepsilon_\infty}\right)=\frac{\varepsilon_s}{\varepsilon_\infty}\,\frac1{\varepsilon_0\Delta}.
\]

The relaxation time is \(\gamma\) divided by the curvature. The friction coefficient is the same in both experiments, while the stiffness at constant \(D\) is larger by \(\varepsilon_s/\varepsilon_\infty\), here 12.5. The added stiffness is the cost in field energy of changing \(P\) when \(D\) cannot follow.

At the start \(W_D=D^2/(2\varepsilon_0\varepsilon_\infty)\). At the end \(P=D\Delta/\varepsilon_s\) and \(D-P=D\varepsilon_\infty/\varepsilon_s\), so

\[
W_D=\frac{D^2}{2\varepsilon_0}\,\frac{\Delta+\varepsilon_\infty}{\varepsilon_s^2}=\frac{D^2}{2\varepsilon_0\varepsilon_s}.
\]

Because \(dW_D/dt=(\partial W_D/\partial P)(dP/dt)=-\gamma(dP/dt)^2\), the difference is dissipated by friction. In the model it is \(141.2-11.3=129.9\ \mathrm{J/m^3}\), and integrating \(\gamma(dP/dt)^2\) over the numerical solution gives the same value. This is the loss of free energy. If aligning the dipoles changes their entropy, the net heat given to the surroundings contains a reversible part as well.

## (f) Between the two limits

**Put the slab, of thickness \(d\), in series with a lossless layer of capacitance \(c\) per area, and hold the total voltage \(V\). Find the relaxation time.**

There is no free charge at the interface, so \(D\) is the same in both layers, and the voltages add:

\[
V=Ed+\frac Dc .
\]

Define \(\kappa=cd/\varepsilon_0\). For a layer of thickness \(l\) and relative permittivity \(\varepsilon_b\), \(c=\varepsilon_0\varepsilon_b/l\) and \(\kappa=\varepsilon_b d/l\). Divide the voltage equation by \(d\) and insert \(D=\varepsilon_0\varepsilon_\infty E+P\):

\[
\frac Vd=E\left(1+\frac{\varepsilon_\infty}{\kappa}\right)+\frac{P}{\varepsilon_0\kappa}
\quad\Rightarrow\quad
E=\frac{\kappa V/d-P/\varepsilon_0}{\kappa+\varepsilon_\infty}.
\]

With this field, (1) becomes

\[
\tau\frac{dP}{dt}=-\left(1+\frac{\Delta}{\kappa+\varepsilon_\infty}\right)P+\frac{\varepsilon_0\Delta\,\kappa V/d}{\kappa+\varepsilon_\infty}.
\]

The bracket equals \((\kappa+\varepsilon_s)/(\kappa+\varepsilon_\infty)\), so the relaxation time is

\[
\tau_\kappa=\tau\,\frac{\kappa+\varepsilon_\infty}{\kappa+\varepsilon_s}.
\]

For \(\kappa\ll\varepsilon_\infty\) this tends to \(\tau_L\). Nearly all the voltage then lies across the series layer, which fixes the charge at \(D\approx cV\). For \(\kappa\gg\varepsilon_s\) it tends to \(\tau\), because the voltage lies across the slab and fixes \(E\).

For \(\kappa=1\), 50 and 1000 the model gives \(10\times5/51=0.98\) ps, \(10\times54/100=5.4\) ps and \(10\times1004/1050=9.6\) ps. Integration of the circuit equations confirms these values. A fixed total voltage is thus not the same as a fixed field in the dielectric: even a layer with \(\kappa=\varepsilon_s\) almost halves the observed time.

## (g) More than one Debye process

**Let \(\varepsilon(\omega)=\varepsilon_\infty+\sum_i\Delta_i/(1-i\omega\tau_i)\) with all \(\Delta_i>0\), distinct \(\tau_i>0\) and \(\sum_i\Delta_i=\Delta\). Is each time multiplied by \(\varepsilon_\infty/\varepsilon_s\) at constant \(D\)? Is the mean time?**

Each process obeys (1) with its own parameters, and all of them share one field:

\[
\tau_i\frac{dP_i}{dt}+P_i=\varepsilon_0\Delta_iE,\qquad D=\varepsilon_0\varepsilon_\infty E+\sum_iP_i .
\tag{5}
\]

Let the deviations from equilibrium vary as \(e^{-\lambda t}\). Then \((1-\lambda\tau_i)\,\delta P_i=\varepsilon_0\Delta_i\,\delta E\), and constant \(D\) requires \(\varepsilon_0\varepsilon_\infty\,\delta E+\sum_i\delta P_i=0\). Eliminating \(\delta P_i\) gives

\[
\varepsilon_\infty+\sum_i\frac{\Delta_i}{1-\lambda\tau_i}=0 .
\]

The rates are the zeros of \(\varepsilon\) continued to \(i\omega=\lambda\). They are real, because the imaginary part of the left side is \(\operatorname{Im}\lambda\) times a positive sum. They are positive, because for real \(\lambda\le0\) every term is positive.

Take \(\varepsilon_\infty=4\), strengths 36 and 10, and times 10 and 1 ps. Multiplying out the denominators (\(\lambda\) in ps\(^{-1}\)),

\[
4(1-10\lambda)(1-\lambda)+36(1-\lambda)+10(1-10\lambda)=40\lambda^2-180\lambda+50=0 .
\]

The roots correspond to 3.36 and 0.238 ps. Multiplying the input times by \(4/50\) would give 0.80 and 0.080 ps, which is wrong for both. The shared field couples the processes.

For the mean time, subtract from (5) its equilibrium form, \(P_{i,\infty}=\varepsilon_0\Delta_iE_\infty\), and integrate from 0 to \(\infty\). With \(A=\int_0^\infty(E-E_\infty)\,dt\),

\[
\tau_iP_{i,\infty}+\int_0^\infty(P_i-P_{i,\infty})\,dt=\varepsilon_0\Delta_iA .
\]

Sum over \(i\). Constant \(D\) gives \(\sum_i(P_i-P_{i,\infty})=-\varepsilon_0\varepsilon_\infty(E-E_\infty)\), so the summed integral is \(-\varepsilon_0\varepsilon_\infty A\). Moving it to the right side and using \(\Delta+\varepsilon_\infty=\varepsilon_s\),

\[
E_\infty\sum_i\Delta_i\tau_i=\varepsilon_sA .
\]

The mean time at constant field is the area under \(\sum_i(\Delta_i/\Delta)e^{-t/\tau_i}\), that is \(\bar\tau_E=\sum_i\Delta_i\tau_i/\Delta\). At constant \(D\) it is \(\bar\tau_D=A/(E_0-E_\infty)\). With \(E_\infty=D/(\varepsilon_0\varepsilon_s)\) and \(E_0-E_\infty=D\Delta/(\varepsilon_0\varepsilon_\infty\varepsilon_s)\),

\[
\bar\tau_D=\frac{E_\infty\Delta\,\bar\tau_E}{\varepsilon_s(E_0-E_\infty)}=\bar\tau_E\,\frac{\varepsilon_\infty}{\varepsilon_s}.
\]

So the mean time keeps the simple factor. In the example \(\bar\tau_E=370/46=8.04\) ps and \(\bar\tau_D=0.643\) ps, which the numerical solution of the integral law reproduces.

The field decay is a sum of the two exponentials with weights \(w\) and \(1-w\), so \(3.362\,w+0.238(1-w)=0.643\), which gives \(w\approx0.13\). The slow mode at constant displacement thus carries about 13% of the field relaxation, and its time alone would be a poor measure of how quickly most of the screening is established.

## Numbers as computed

```
eps_inf = 4, eps_s = 50, delta = 46
constant-field time tau (input) = 10.0 ps
plate charge density D = 100.0 microC/m^2
tau_L from formula = 0.8000 ps
tau_L in atomic units of time = 33073
decay time from integral equation, fixed D = 0.8000 ps
decay time from kernel, fixed E = 10.0000 ps
t (ps) | E at fixed D (kV/m) | P at fixed D | P at fixed E (microC/m^2)
  0.0 |   2823.5 |    0.00 |    0.00
  0.8 |   1181.5 |   58.16 |   88.42
  2.0 |    439.1 |   84.45 |  208.46
 10.0 |    225.9 |   92.00 |  726.94
final E at fixed D = 225.9 kV/m
final P at fixed D = 92.00 microC/m^2
final P at fixed E = 1150.00 microC/m^2
initial dP/dt, fixed D = 115.00 microC/m^2 per ps
initial dP/dt, fixed E = 115.00 microC/m^2 per ps
peak of Im eps: w = 0.1000 rad/ps, height = 23.000
peak of -Im(1/eps): w = 1.2500 rad/ps, height = 0.1150
stiffness ratio fixed D / fixed E = 12.500
energy density at start, fixed D = 141.18 J/m^3
energy density at end, fixed D = 11.29 J/m^3
heat from friction, fixed D = 129.88 J/m^3
series layer kappa = 1: relaxation time = 0.980 ps
series layer kappa = 50: relaxation time = 5.400 ps
series layer kappa = 1000: relaxation time = 9.562 ps
two processes: strengths = 36, 10; times = 10, 1 ps
two processes, times at fixed D = 3.362, 0.238 ps
input times times eps_inf/eps_s = 0.800, 0.080 ps
two processes, mean time at fixed E = 8.043 ps
two processes, mean time at fixed D (numerical) = 0.643 ps
mean time at fixed E times eps_inf/eps_s = 0.643 ps
```
